# Laser gain from Fabry-Perot fringes seen through a finite-resolution spectrometer

A diode laser biased below threshold emits amplified spontaneous light. Its two facets form a cavity, so the emitted spectrum is a comb of fringes. Raising the gain deepens the fringes, because light survives more round trips and more passes interfere. The depth of a fringe therefore measures the gain at its wavelength. The spectrometer, however, also changes the depth: it lowers the sharp peaks and fills the valleys. How should the gain be extracted so that this does the least harm?

## What an ideal spectrometer would see

Let the cavity have length $L$ and facet power reflectivities $R_1$ (left) and $R_2$ (right), with $R=\sqrt{R_1R_2}$. Let $g$ be the net modal gain for power, that is, modal gain minus internal loss. One transverse mode and one polarization are assumed. A field travelling a distance $d$ acquires the factor $e^{\kappa d}$, with $\kappa=g/2+ik$. The reflection amplitudes are taken real and positive; a constant reflection phase would merely shift the comb.

A source at position $z$ sends waves both ways. At the right facet the direct wave and the wave first reflected on the left add to

$$e^{\kappa(L-z)}+\sqrt{R_1}\,e^{\kappa(L+z)} .$$

Each further round trip multiplies this by $Re^{2\kappa L}=ae^{i\phi}$, where

$$a=Re^{gL},\qquad \phi=2kL .$$

Below threshold $a<1$, and the passes form a geometric series with sum $1/(1-ae^{i\phi})$. Its squared modulus is $1/(1+a^2-2a\cos\phi)$.

The sources are uniform and mutually uncorrelated, so their powers add. With $G=e^{gL}$, the two squared terms integrate to

$$\int_0^L\!\left[e^{g(L-z)}+R_1e^{g(L+z)}\right]dz=\frac{G-1}{g}(1+R_1G).$$

The cross term is $2\sqrt{R_1}\,G\cos 2kz$, which integrates to $\sqrt{R_1}\,G\sin(2kL)/k$. Relative to the squared terms it is of order $1/(kL)$, and it is dropped for a cavity many wavelengths long. With source strength $S$ and facet transmission $1-R_2$,

$$I(\phi)=\frac{K}{1+a^2-2a\cos\phi},\qquad K=S(1-R_2)(1+R_1G)\frac{G-1}{g}.$$

The unknown $K$ varies slowly with frequency and cancels in intensity ratios taken within one fringe. The electromagnetic unit system cancels with it.

## Two ratios that agree when the fringes are sharp

The peak is $K/(1-a)^2$ and the valley is $K/(1+a)^2$. The Hakki-Paoli method uses their ratio $p$:

$$\sqrt p=\frac{1+a}{1-a}\quad\Longrightarrow\quad a=\frac{\sqrt p-1}{\sqrt p+1}.$$

Cassidy's method replaces the peak by the mean over one fringe period. To find this mean, set $u=ae^{i\phi}$ and use $1+2\sum_{n\ge1}u^n=(1+u)/(1-u)$. Multiplying numerator and denominator by $1-u^*$ gives the real part $(1-a^2)/|1-u|^2$. Hence

$$I(\phi)=\frac{K}{1-a^2}\left[1+2\sum_{n=1}^{\infty}a^n\cos n\phi\right].$$

The cosines average to zero, so the mean is $K/(1-a^2)$. The mean-to-valley ratio is

$$M=\frac{(1+a)^2}{1-a^2}=\frac{1+a}{1-a}\quad\Longrightarrow\quad a=\frac{M-1}{M+1}.$$

Either way, $g=\ln(a/R)/L$. For sharp fringes $M=\sqrt p$, and the methods differ only in which features of the spectrum they trust.

Both need $R$ and $L$. A fractional error $\delta R/R$ shifts either gain by $-(\delta R/R)/L$, which for $L=0.05$ cm and a 1% error is 0.2 cm⁻¹ in magnitude. Better resolution does not remove that offset.

## What the spectrometer changes

Let the spectrometer have a normalized, even response $h(x)$ in units of round-trip phase. It records

$$I_{\rm obs}(\phi)=\int h(x)\,I(\phi-x)\,dx .$$

Because $h$ is even, blurring multiplies the harmonic $\cos n\phi$ by $H_n=\int h(x)\cos nx\,dx$. Normalization gives $H_0=1$, so the period mean is unchanged. The peak has no such protection. This is the reason for replacing the peak by the mean, but the valley still enters both methods, and its error must be found.

Suppose first that $h$ has a finite variance $\sigma^2$ and is narrow. Expanding $I(\phi-x)$ to second order, the linear term vanishes by symmetry and

$$I_{\rm obs}\simeq I+\frac{\sigma^2}{2}I''.$$

Write $I=K/D$ with $D=1+a^2-2a\cos\phi$. At an extremum $D'=0$, so $I''/I=-D''/D$, where $D''=2a\cos\phi$. This gives

$$\delta\ln I_{\rm peak}=-\frac{\sigma^2a}{(1-a)^2},\qquad
\delta\ln I_{\rm valley}=+\frac{\sigma^2a}{(1+a)^2}.$$

To turn these into gain errors, let $s$ stand for either $\sqrt p$ or $M$. From $\ln s=\ln(1+a)-\ln(1-a)$,

$$\frac{d\ln s}{da}=\frac{2}{1-a^2},\qquad
\delta g=\frac{\delta a}{aL}=\frac{1-a^2}{2aL}\,\delta\ln s .$$

For Hakki-Paoli, the square root supplies a factor one half:

$$\delta\ln\sqrt p=-\frac{\sigma^2a}{2}\left[\frac1{(1-a)^2}+\frac1{(1+a)^2}\right]
=-\frac{\sigma^2a(1+a^2)}{(1-a^2)^2}.$$

For Cassidy, only the valley changes, and $\delta\ln M=-\sigma^2a/(1+a)^2$. Therefore, to leading order in $\sigma^2$,

$$\boxed{\delta g_{\rm HP}=-\frac{\sigma^2}{2L}\frac{1+a^2}{1-a^2},\qquad
\delta g_{\rm C}=-\frac{\sigma^2}{2L}\frac{1-a}{1+a}.}$$

Both estimates are too low. The ratio of the biases is $(1+a^2)/(1-a)^2$, which exceeds one for $0<a<1$ and grows rapidly towards threshold.

The formulas have different ranges. Near threshold the peak has a phase width of order $1-a$, so the first needs $\sigma\ll1-a$. The valley varies over about a radian, so the second needs $\sigma\ll1$, provided that the wings of the response do not carry light from the neighbouring peaks into the valley.

That proviso can be made quantitative. In units of the mean, each fringe has area $2\pi$, and near threshold most of it lies in the peak. The two nearest peaks are a phase $\pi$ from the valley and contribute about $4\pi h(\pi)$ there. This must be small compared with the change that blurring makes in the true valley, which in the same units is $[(1-a)/(1+a)]\,\sigma^2a/(1+a)^2$. As $a\to1$ the valley empties and the demand on the wings becomes severe.

## A response that defeats the mode sum

A Lorentzian response shows what happens when the proviso fails. Let $\gamma$ be its half width at half maximum:

$$h(x)=\frac{\gamma/\pi}{x^2+\gamma^2}.$$

Its variance is infinite, so the previous expansion does not apply. For $n\ge0$, closing the integral of $h(x)e^{inx}$ in the upper half plane picks up the pole at $i\gamma$ and gives

$$H_n=2\pi i\,\frac{\gamma}{\pi}\,\frac{e^{-n\gamma}}{2i\gamma}=e^{-n\gamma}.$$

Every $a^n$ in the fringe series becomes $(ae^{-\gamma})^n$. With $b=ae^{-\gamma}$, the observed fringe divided by its mean is

$$\frac{1-b^2}{1+b^2-2b\cos\phi}.$$

This has the shape of a perfectly resolved fringe with a smaller $a$. Its peak-to-valley ratio returns $b$. Its valley is $(1-b)/(1+b)$ in units of the mean, so the mode sum also returns $b$. Both methods have the bias

$$\delta g=\frac{\ln(b/a)}L=-\frac{\gamma}{L}.$$

The mean is still conserved, but that no longer helps, because the wings fill the valley. At $a\to1$ each peak becomes a spike of area $2\pi$, at a distance $(2j+1)\pi$ from the valley. For small $\gamma$ the spikes leave a floor

$$2\pi\sum_{j=-\infty}^{\infty}\frac{\gamma/\pi}{(2j+1)^2\pi^2}
=\frac{2\gamma}{\pi^2}\,\frac{\pi^2}{4}=\frac{\gamma}{2},$$

in agreement with $(1-e^{-\gamma})/(1+e^{-\gamma})\simeq\gamma/2$.

Two consequences follow for the design. The mode sum has an advantage when the response has weak wings, not merely a small half width. And agreement between the two raw gains does not show that the fringes were resolved: a Lorentzian response makes them agree on a wrong value.

## Near threshold with a Gaussian response

For a Gaussian response the small-width Hakki-Paoli bias diverges as $a\to1$, but the formula fails before that point. Consider instead $\epsilon=1-a\ll\sigma\ll1$, with wings still negligible in the valley. The blurred peak, in units of the mean, is the fringe area times the central height of the response:

$$2\pi h(0)=\frac{2\pi}{\sigma\sqrt{2\pi}}=\frac{\sqrt{2\pi}}{\sigma}.$$

The valley is approximately $(1-a)/(1+a)\simeq\epsilon/2$. Thus $p\simeq2\sqrt{2\pi}/(\sigma\epsilon)$, and since $1-a_{\rm HP}=2/(\sqrt p+1)\simeq2/\sqrt p$,

$$1-a_{\rm HP}\simeq\left[\sqrt{\frac2\pi}\,\sigma\epsilon\right]^{1/2}.$$

The absolute gain error now shrinks towards threshold, but the inferred distance from threshold is badly wrong. For $\sigma=0.10$ and $\epsilon=10^{-4}$, the formula gives $1-a_{\rm HP}=0.002825$, and numerical integration of the blurred fringe agrees with it to well within 1%. The estimated distance is 28 times the true one.

## Using the known response

When the response has weak wings, choosing the mean instead of the peak reduces the error. A measured response allows the rest to be corrected. For a Gaussian, $H_n=e^{-n^2\sigma^2/2}$, and the blurred fringe in units of its mean is

$$F(\phi;a)=1+2\sum_{n=1}^{\infty}a^ne^{-n^2\sigma^2/2}\cos n\phi .$$

Instead of the sharp-fringe inversions, solve one of

$$\frac{F(0;a)}{F(\pi;a)}=p_{\rm obs},\qquad \frac1{F(\pi;a)}=M_{\rm obs}$$

for $a$ by a bracketed root search.

The root is unique if the left sides increase with $a$. The peak $F(0;a)$ does increase, since all its coefficients are positive. For the valley, consider the sharp fringe at phase $\pi+x$, in units of its mean:

$$\frac{\partial}{\partial a}\frac{1-a^2}{1+a^2+2a\cos x}
=-\frac{2[2a+(1+a^2)\cos x]}{(1+a^2+2a\cos x)^2}.$$

This is negative for $|x|\le\pi/2$ and $a>0$. A response confined to that interval makes the valley fall as $a$ rises, and both ratios then increase. A Gaussian has tails outside it, but in the example below $\pi/2$ is more than seven $\sigma$. Evaluated at 500 values of $a$ from 0.01 to 0.999, both ratios increase throughout.

## Sampling and slowly varying gain

A recorded spectrum supplies a sum, not an integral. Take $N$ equally spaced samples per period, the first at phase $\phi_0$. The sampled average of $\cos n\phi$ vanishes unless $n$ is a multiple of $N$, when it equals $\cos n\phi_0$. With $q=a^N$, the sharp-fringe mean is multiplied by

$$1+2\sum_{j=1}^{\infty}q^j\cos(jN\phi_0)=\frac{1-q^2}{1+q^2-2q\cos N\phi_0}.$$

For $a=0.9012$, $N=20$ and $\phi_0=0$, $q=0.125$ and the factor is $1.125/0.875=1.286$. The mean is 28.6% too high relative to its true value, even though twenty points may look ample. A Gaussian response with $\sigma=0.2136$ multiplies the leading error $2q$ by $e^{-(20\sigma)^2/2}\simeq1.1\times10^{-4}$, leaving 0.0027%. Optical blurring before sampling thus protects the mode sum from this aliasing error. It does not help when the averaging interval differs from one period. With 20.5 samples per period, the span between the two lowest samples is 20 or 21 intervals; for the same blurred fringe the mean is then wrong by up to 2.4% and the corrected gain, for $L=0.05$ cm, by about 0.05 cm⁻¹. Even with exactly 20 samples per period, missing the valley minimum costs up to 0.012 cm⁻¹.

Real gain and envelope also vary across a fringe. If $K$ has a small linear slope about the peak, the slope cancels to first order in the average of the two adjacent valleys, and by symmetry in the mean from valley to valley. Curvature remains, as do terms of second order in the slopes of $K$ and $a$. The resulting procedure is:

1. Convert frequency to round-trip phase. From $\phi=2kL$ and $dk/d\nu=2\pi n_g/c$, with group index $n_g$, one period is $\Delta\nu=c/(2n_gL)$.
2. Subtract the detector background. Locate a peak and its two neighbouring valleys, and average the valleys.
3. Average the intensity from valley to valley, giving the two end samples half weight. The interval must be one full period; if it does not hold a whole number of samples, interpolate at its ends.
4. Form $M$, and $p$ as a companion. Solve the blurred-fringe equations with the measured response.
5. Convert $a$ to $g$ with the known $R$ and $L$.

Background matters because the valley enters $M$ to the first power but $\sqrt p$ only to the power one half. A residual offset $B$, small compared with a valley that is itself far below the mean, gives $\delta\ln M\simeq-B/I_{\rm valley}$ but $\delta\ln\sqrt p\simeq-B/(2I_{\rm valley})$. For sharp fringes, keeping the changes of the mean and the peak as well gives $\delta\ln M=-2a(1+a)B/K$ and $\delta\ln\sqrt p=-2aB/K$, so the Cassidy gain is $1+a$ times as sensitive to the offset, a factor that approaches two only near threshold. When blurring makes $a_{\rm HP}$ smaller than $a_{\rm C}$, the factor for the raw gains falls further, because the conversion factor $(1-a^2)/(2aL)$ is then larger for Hakki-Paoli. For a Gaussian with $\sigma=0.2136$ it is 1.25 at $a=0.9012$, 0.98 at $a=0.95$ and 0.48 at $a=0.99$; for the gains corrected with the known response it is 1.25, 1.14 and 1.03.

## A synthetic spectrum

Take $L=0.05$ cm, $R_1=0.20$, $R_2=0.45$ and $n_g=4.0$, so that $R=0.300$. Threshold is at $-\ln R/L=24.08$ cm⁻¹, and the fringe spacing is 74.95 GHz. A Gaussian spectrometer response with a full width at half maximum of 6.00 GHz has the phase width

$$2\pi\,\frac{6.00}{74.95}=0.503\ {\rm rad},\qquad
\sigma=\frac{0.503}{2\sqrt{2\ln2}}=0.2136\ {\rm rad}.$$

Let $m$ count fringes from the gain maximum. The net gain is $22-14(m/40)^2$ cm⁻¹, and the source strength follows $e^{-(m/80)^2}$. The spectrum has 200 samples per fringe, is blurred by discrete convolution, and contains no noise or background.

At $m=0$ the blurred spectrum has $p=157.8$ and $M=19.03$. The raw inversions give

$$a_{\rm HP}=\frac{12.563-1}{12.563+1}=0.8525,\qquad
a_{\rm C}=\frac{19.032-1}{19.032+1}=0.9002,$$

against the true 0.9012. Dividing by $R$, taking logarithms and dividing by $L$ gives 20.89 and 21.98 cm⁻¹, against the true 22.00 cm⁻¹.

The next table lists raw biases in cm⁻¹, with the small-width predictions in parentheses.

| $m$ | true $g$ | $a$ | Hakki-Paoli | Cassidy |
|---:|---:|---:|---:|---:|
| 0 | 22.000 | 0.901 | −1.111 (−4.404) | −0.024 (−0.024) |
| 10 | 21.125 | 0.863 | −1.098 (−3.111) | −0.034 (−0.034) |
| 20 | 18.500 | 0.757 | −0.971 (−1.678) | −0.064 (−0.063) |
| 30 | 14.125 | 0.608 | −0.775 (−0.991) | −0.113 (−0.111) |
| 40 | 8.000 | 0.448 | −0.618 (−0.685) | −0.177 (−0.174) |

The Cassidy predictions hold to 0.003 cm⁻¹ across the table. The Hakki-Paoli prediction is fair at $m=40$, where $\sigma/(1-a)\simeq0.39$, and fails at $m=0$, where this ratio is about 2.2. There the response is broader than the peak, and a second-order expansion cannot describe it.

The bias matters most when the distance to threshold is wanted. At $m=0$ that distance is $24.08-22.00=2.08$ cm⁻¹. Raw Hakki-Paoli gives 3.19 cm⁻¹, about 53% too much relative to the true distance; raw Cassidy gives 2.10 cm⁻¹, about 1% too much.

Solving the blurred-fringe equations brings both methods to within 0.001 cm⁻¹ of the true gain at all five modes. Extraction from the unblurred spectrum has errors of similar size, so slowly varying gain and envelope contribute little here. This accuracy belongs to a noiseless spectrum with a perfectly known response, and is not a forecast for a measurement.

Now give the spectrometer a Lorentzian response with the same full width, so that $\gamma=0.2515$ rad. For a uniform comb with the central gain, both raw methods err by $-0.2515/0.05=-5.03$ cm⁻¹. In the synthetic spectrum the wings also mix fringes of unequal height, so the two errors differ slightly from this value and from each other. The Cassidy bias has changed from −0.024 to about −5 cm⁻¹ with no change in the quoted resolution. The response must therefore be measured out into its wings, before the raw mode sum is trusted: a small fractional filling $f$ of the valley lowers the Cassidy gain by $(1-a^2)f/(2aL)$. This is a practical limit. A $\mathrm{sinc}^2$ response, as for a diffraction-limited grating, has $1/x^2$ wings. With the same full width and a uniform comb it fills the valley by only 10% at $a=0.448$, yet the raw biases are −1.8 cm⁻¹ (Cassidy) and −1.9 cm⁻¹ (Hakki-Paoli); at $a=0.901$ they are −2.3 and −2.7 cm⁻¹.

Numbers in the example were calculated in double precision.
